# What the slope of a Fowler-Nordheim plot fixes

**The argument under comment**

The argument concerns electron tunnelling through an insulating film, at fields high enough for the electron to emerge into the insulator's conduction band before it reaches the anode. It runs as follows.

"The current density $J$ was recorded against the field $F$. A plot of $\ln(J/F^2)$ against $1/F$ is straight while the current changes by nearly seven decades, so the mechanism is Fowler-Nordheim tunnelling. The slope is $-22.42$ V/nm. Theory gives the slope as $-6.83\,\phi^{3/2}$ V/nm, with the barrier height $\phi$ in eV. Hence $\phi=2.21$ eV, and the straightness of the plot confirms this value."

The arithmetic is right: $(22.42/6.83)^{2/3}=2.21$. The question is whether the plot contains this number. To find out, I trace where the coefficient 6.83 comes from, and then apply the argument to a curve whose barrier is known.

**The exponent**

Let $e>0$ be the elementary charge, $F>0$ the magnitude of a uniform field, and $x$ the distance from the emitter into the insulator. Energies are measured from the emitter's Fermi level. The insulator's band edge lies at $\phi-eFx$: the barrier is triangular, with a sharp edge at $x=0$ and no image-force rounding. The insulator band is parabolic with a single mass $m$.

For an electron at the Fermi level moving straight at the barrier, the decay constant is $\kappa=\sqrt{2m(\phi-eFx)}/\hbar$. The tunnelling probability is governed by $\exp(-2\int\kappa\,dx)$, with the integral taken up to the exit point $x=\phi/(eF)$. Substituting $u=\phi-eFx$, so that $dx=-du/(eF)$,

$$
2\int_0^{\phi/eF}\kappa\,dx=\frac{2\sqrt{2m}}{\hbar eF}\int_0^{\phi}u^{1/2}du
=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar eF}\equiv\frac{B}{F}.
$$

Squaring $B$ gives $B^2=32\,m\phi^3/(9e^2\hbar^2)$, or

$$
m\phi^3=\frac{9e^2\hbar^2B^2}{32}.
$$

The coefficient 6.83 V/nm is the value of $B$ for $\phi=1$ eV and $m=m_0$, the free-electron mass. The argument has therefore supplied a mass without saying so. Physically, a high barrier crossed by a light particle and a lower barrier crossed by a heavier one can have the same decay exponent at every field.

**Does the sum over electrons change this?**

A measured current comes from many electrons, so one must check that their sum leaves the slope alone. Take a free-electron emitter at zero temperature, with mass $m_e$ and Fermi energy $E_F$. An electron has total energy $E\le0$ and transverse energy $E_t=\hbar^2k_t^2/(2m_e)$. If its transverse momentum $\hbar k_t$ is conserved, its transverse energy inside the insulator is $\hbar^2k_t^2/(2m)=E_tm_e/m$. The barrier it meets at $x=0$ is then

$$
W=\phi-E+E_t\frac{m_e}{m}.
$$

With two spin states, the current density is $J=2e\int d^3k\,v_xT/(2\pi)^3$ over occupied states moving towards the barrier. At fixed $k_t$, $v_x\,dk_x=dE/\hbar$; and $d^2k_t=2\pi k_t\,dk_t=2\pi m_e\,dE_t/\hbar^2$. Therefore

$$
J=\frac{em_e}{2\pi^2\hbar^3}\iint T\,dE\,dE_t .
$$

First take the bare exponential for $T$, with $W$ in place of $\phi$. Write $W=\phi+w$ and expand $W^{3/2}\approx\phi^{3/2}+\tfrac32\phi^{1/2}w$. The exponent becomes $-B/F-w/d$, where

$$
\frac1d=\frac{4\sqrt{2m}}{3\hbar eF}\cdot\frac32\phi^{1/2}=\frac{2\sqrt{2m\phi}}{\hbar eF},
\qquad \frac d\phi=\frac{2F}{3B}.
$$

The energy $d$ measures how far below the Fermi level emission remains appreciable. If $E_F$ is much larger than both $d$ and $dm/m_e$, the integrals may be extended to infinity:

$$
\int_{-\infty}^0e^{E/d}dE=d,\qquad
\int_0^\infty e^{-E_tm_e/(md)}dE_t=d\,\frac m{m_e}.
$$

Their product, with $d^2=\hbar^2e^2F^2/(8m\phi)$, gives

$$
J=\frac{em\,d^2}{2\pi^2\hbar^3}e^{-B/F}
=\frac{e^3F^2}{16\pi^2\hbar\phi}\,e^{-B/F}.
$$

This explains the division by $F^2$: one factor of $F$ comes from each energy integral. At leading order the plot is a straight line of slope $-B$ for every $m$ and $\phi$. Straightness supports an exponential dependence on $1/F$, though over a narrow range of fields it tests the power of $F$ in front only weakly; it cannot select a barrier.

**A curve with a known barrier**

The 22.42 V/nm in the argument belongs to a calculated curve with round model parameters: $m=0.4\,m_0$, $\phi=3$ eV, $m_e=m_0$ and $E_F=5$ eV. They do not describe a particular material. The current was integrated over emitter states with the Airy-function transmission of the linear barrier, ignoring reflection at the anode. It rises from $2.0\times10^{-9}$ A/cm² at 0.6 V/nm to $1.7\times10^{-2}$ A/cm² at 1.0 V/nm.

The formula gives $B=6.831\sqrt{0.4\times3^3}=22.45$ V/nm, and the fitted line gives 22.42 V/nm. When the mass and barrier are varied separately, the fitted slope follows powers 0.501 and 1.503, against the leading-order values $1/2$ and $3/2$.

From the fit, with mass in units of $m_0$ and energy in eV,

$$
m\phi^3=\left(\frac{22.423}{6.8309}\right)^2=10.78 .
$$

The barrier then depends on the mass one inserts, through $\phi=(10.78/m)^{1/3}$:

- $m=0.3\,m_0$ gives 3.30 eV;
- $m=0.4\,m_0$ gives 3.00 eV;
- $m=0.5\,m_0$ gives 2.78 eV;
- $m=m_0$ gives 2.21 eV, the value in the argument.

The argument is thus 0.79 eV too low for this curve, although the fit is good. Since $\ln\phi=\tfrac13(\ln m\phi^3-\ln m)$ at fixed slope, a small mass error gives $\delta\phi/\phi\approx-\delta m/(3m)$. This weak dependence lets a wide range of masses return barriers of similar size, so a reasonable-looking barrier is little evidence for the mass used.

The field scale matters too. If every reported field is $s$ times the true one, then $B/F=sB/F_{\rm rep}$. The apparent slope constant is $sB$, and the inferred barrier at fixed mass is multiplied by $s^{2/3}$.

**A possible reply: use the intercept**

The proponent may answer that a line has two parameters, and that the intercept can separate $m$ from $\phi$. This is a fair point: the objection above concerns the slope. But the intercept needs an absolute current density, hence the emitting area, and it needs a trustworthy prefactor.

Write $J/F^2=A\,e^{-B/F}$ and $C=e^3/(16\pi^2\hbar)$, which is $1.541\times10^{-6}$ A eV/V² when $\phi$ is in eV. The derivation above gave $A=C/\phi$, with no mass in it. Suppose instead that the transverse energy, rather than the transverse momentum, is carried unchanged into the insulator. Then $W=\phi-E+E_t$, the second integral is $d$ instead of $dm/m_e$, and

$$
A=\frac{C}{\phi}\,\frac{m_e}{m}.
$$

Two statements about transverse motion thus give the same slope and different intercepts.

Both omit the reflection at the sharp emitter edge. Let the incident wave have unit amplitude and wave number $k$, the reflected wave amplitude $\rho$, and the decaying wave amplitude $c$ at $x=0$, where its decay constant is $\kappa_0$. Continuity of the wave function and of its derivative divided by the mass requires

$$
1+\rho=c,\qquad \frac{ik(1-\rho)}{m_e}=-\frac{\kappa_0c}{m}.
$$

With $r=\kappa_0m_e/(km)$, the second condition reads $1-\rho=irc$. Adding the two gives $2=c(1+ir)$, so $|c|^2=4/(1+r^2)$. In the semiclassical connection through the exit point, the decaying wave becomes an outgoing wave with flux $\hbar\kappa_0|c|^2e^{-B/F}/m$. Dividing by the incident flux $\hbar k/m_e$,

$$
T=P\,e^{-B/F},\qquad P=\frac{4r}{1+r^2},\qquad
r=\sqrt{\frac{\phi/m}{E_F/m_e}} .
$$

The last expression uses $k$ and $\kappa_0$ at the Fermi level for normal incidence. The contributing energies spread only over widths of order $d$ and $dm/m_e$, so $P$ is independent of field at leading order. It moves the intercept and leaves the slope. The full law for this model is $A=CP/\phi$. Here $r^2=(3/0.4)/5=1.5$ and $P=1.96$, so neglecting it is nearly a factor of two in current.

The integrated current approaches this law at low field: the logarithm of their ratio is $-0.036$ at 0.8 V/nm and $-0.009$ at 0.2 V/nm. Both values are close to $cF$ with $c\approx-0.046$ nm/V (this $c$ is a new constant, not the wave amplitude). With $u=1/F$, the term $c/u$ has derivative $-c/u^2$, so the fitted $B$ shifts by about $cF^2$. The tangent's intercept shifts by $2cF$. At the centre of the fit, $F=0.75$ V/nm, these are $-0.026$ V/nm and $-0.07$. The slope is hardly affected; the inferred prefactor is about 7% low.

These small shifts belong to the zero-temperature, sharp-barrier model, and a measured film departs further. Here $d$ runs from 0.05 to 0.09 eV, comparable with $\pi k_BT=0.08$ eV at 300 K. A Fermi distribution at 300 K raises the current by about 1.5 at 0.6 V/nm and 1.2 at 1.0 V/nm. The plot stays nearly straight, but the fitted $B$ falls to about 22.0 V/nm and the inferred prefactor is about 30% low. Image-force rounding acts mainly on the intercept: a semiclassical estimate with relative permittivity between 10 and 2.2 lowers the slope by 0.3 to 1% but multiplies $A$ by about 2 to 8.

**What the intercept returns**

The fitted intercept is $\ln A=-13.878$ with $A$ in A/V², so $A=9.39\times10^{-7}$ A/V². The transverse-energy law gives $m\phi=Cm_e/A$. Dividing $m\phi^3$ by this,

$$
\phi=\sqrt{\frac{(m\phi^3)A}{Cm_e}}
=\sqrt{\frac{10.78\times0.939}{1.541}}=2.56\ \text{eV}.
$$

If the assumed area is twice the true one, $J$ and $A$ are halved and the result falls by $\sqrt2$, to 1.81 eV. The momentum-conserving law without $P$ gives $\phi=C/A=1.64$ eV. One line has produced three barriers, none of them 3 eV.

Now grant the proponent the full law, the correct area and the emitter's properties. Let $S=m\phi^3$ be known from the slope and put $v=\sqrt{E_F/m_e}$. Since $m=S/\phi^3$, we have $r=\phi^2/(v\sqrt S)$, and the intercept condition is

$$
\frac CA=\frac\phi P=\frac\phi4\left(\frac1r+r\right)
=\frac14\left(\frac{v\sqrt S}{\phi}+\frac{\phi^3}{v\sqrt S}\right).
$$

The right side grows without bound both as $\phi\to0$ and as $\phi\to\infty$. Its derivative vanishes once, at $\phi=(v^2S/3)^{1/4}$, which is 2.06 eV here. Any value of $C/A$ above the minimum therefore has two solutions, and a value below it has none. The minimum is 1.19 eV against the fitted 1.64 eV, so a prefactor only 38% larger would have no solution. The fitted line gives 3.14 eV with $0.35\,m_0$, and 1.16 eV with $7.0\,m_0$. The first is 5% above the true barrier, a consequence of the finite-field shift of the intercept.

The second solution is not merely a root of an approximate equation. The rival of the true pair under the leading-order law has $\phi=1.26$ eV and $m=5.5\,m_0$. Its fully integrated current differs from the original by at most 0.040 in the logarithm at the nine fitted fields, about 4%, while the current itself changes by a factor of nearly $10^7$. One may well reject so large a mass, but the rejection uses knowledge of the insulator's band that the plot did not provide.

**A measurement that separates the two**

An independent value of either $m$ or $\phi$ completes the slope analysis. A second tunnelling regime can also do so in principle. In a film of thickness $t$ with a voltage $V<\phi/e$ across it, the electron reaches the anode while still under the barrier. With $F=V/t$, the earlier integral now stops at $u=\phi-eV$:

$$
D=2\int_0^t\kappa\,dx
=\frac{4\sqrt{2m}}{3\hbar eF}\left[\phi^{3/2}-(\phi-eV)^{3/2}\right]
=\frac BF\left[1-\left(1-\frac{eV}\phi\right)^{3/2}\right].
$$

Solving for the barrier,

$$
\phi=\frac{eV}{1-(1-DF/B)^{2/3}} .
$$

Two limits show where the new information lies. For $eV\ll\phi$, the bracket tends to $3eV/(2\phi)$ and $D\to2t\sqrt{2m\phi}/\hbar$. This fixes $m\phi$, a different combination from $m\phi^3$. For $eV\to\phi$, $D\to B/F$, and the second exponent merely repeats the first.

Take $t=2$ nm and $V=1$ V, so $F=0.5$ V/nm, and compare three barriers with equal $m\phi^3$: 2.5, 3.0 and 3.5 eV. Their fitted Fowler-Nordheim slopes agree to within 0.01 V/nm. Their direct exponents are 24.0, 20.5 and 17.8, so the factors $e^{-D}$ differ by about 36 between the first two and 14 between the last two. For the middle case $DF/B=20.458\times0.5/22.449=0.4557$, and the inversion returns $1/(1-0.5443^{2/3})=3.00$ eV.

This method has its own conditions. A current is not $e^{-D}$, so its prefactor must be modelled before $D$ can be extracted. A factor of two in that prefactor moves the recovered barrier by about 0.11 eV. The thickness must be known closely: taking 1.9 or 2.1 nm for the 2 nm film returns 2.83 or 3.17 eV. Both films must have the same $m$ and $\phi$. The parabolic band must also hold over the relevant energies: the triangular barrier samples depths from $\phi$ to zero below the band edge, whereas the direct path samples those from $\phi$ to $\phi-eV$.

**Recommendation**

The claim "$\phi=2.21$ eV" should be replaced by "$m\phi^3=10.8\,m_0\,\text{eV}^3$, within a parabolic, sharp triangular barrier model at zero temperature". If a barrier height is quoted, the mass used and its source should stand beside it, with the uncertainty of the field scale. If the intercept is used, the emitting area, the prefactor law, the treatment of temperature and image force, and the reason for discarding the second solution should be stated as well. The main values of the zero-temperature, sharp-barrier model can be checked against the numerical output below; the estimates for temperature, image force and thickness error are not part of it.

## Computed results

```
Mass, barrier: 0.40 m0, 3.00 eV
Emitter mass, Fermi energy: 1.0 m0, 5.0 eV
Slope constant for m0 and 1 eV: 6.8309 V/nm
Prefactor constant e^3/(16 pi^2 hbar): 1.5414e-06 A eV/V^2
J at 0.6 V/nm: 1.988e-09 A/cm^2
J at 0.8 V/nm: 4.043e-05 A/cm^2
J at 1.0 V/nm: 1.714e-02 A/cm^2
B from formula: 22.449 V/nm
B from fitted current: 22.423 V/nm
m phi^3, true and fitted: 10.800, 10.775 m0 eV^3
Fitted intercept ln[(J/F^2)/(A/V^2)]: -13.878
Power of m in fitted slope: 0.5014
Power of phi in fitted slope: 1.5029
ln(exact J/full law) at 0.8, 0.2 V/nm: -0.0364, -0.0094
Matching factor P: 1.960
Barrier from slope if m = 0.3 m0: 3.299 eV
Barrier from slope if m = 0.4 m0: 2.998 eV
Barrier from slope if m = 0.5 m0: 2.783 eV
Barrier from slope if m = 0.6 m0: 2.619 eV
Barrier from slope if m = 1.0 m0: 2.209 eV
Direct tunnelling: 2.0 nm, 1.0 V
phi 2.5 eV, m 0.6912 m0: B 22.428 V/nm, intercept -13.674
  direct exponent D 24.031, recovered phi 2.500 eV
phi 3.0 eV, m 0.4000 m0: B 22.423 V/nm, intercept -13.878
  direct exponent D 20.458, recovered phi 3.000 eV
phi 3.5 eV, m 0.2519 m0: B 22.419 V/nm, intercept -14.148
  direct exponent D 17.794, recovered phi 3.500 eV
Intercept, transverse-energy law: 2.562 eV
Same, assumed area twice true area: 1.812 eV
Intercept, momentum law without P: 1.641 eV
Intercept, full law, two barriers: 1.155, 3.143 eV
Their masses: 6.990, 0.347 m0
Rival of true pair: phi 1.255 eV, m 5.462 m0
Largest |ln(J_rival/J_true)|, 0.6-1.0 V/nm: 0.0400
```
